\section*{Equilibrium pyrophosphoric acid fraction in concentrated phosphoric acid versus water activity}

\section{Result}

Concentrated phosphoric acid contains pyrophosphoric acid because two orthophosphoric acid molecules can join and release water:
\begin{equation}
2\,\mathrm{H_3PO_4}\rightleftharpoons \mathrm{H_4P_2O_7}+\mathrm{H_2O}.
\label{reaction}
\end{equation}
Let $f$ be the fraction of phosphorus atoms bound in pyro acid, $a_w$ the water activity and $K$ the equilibrium constant of this reaction. If the species mix ideally and no longer chains form,
\begin{equation}
f=1-\frac{1}{\sqrt{1+4K(1-a_w)/a_w}} .
\label{ideal}
\end{equation}
For a non-ideal liquid the corresponding relation is
\begin{equation}
f=1-\frac{1}{\sqrt{1+4D}},\qquad
D=\frac{Kg(1-x_w)}{a_w},
\label{general}
\end{equation}
where $x_w$ is the mole fraction of free water and $g=\gamma_1^2/\gamma_2$ combines the activity coefficients of ortho acid (1) and pyro acid (2). Water activity alone does not fix $f$ in this case. A mixing model must also supply $x_w(a_w)$ and $g$.

\section{Conventions and assumptions}

The liquid is a single phase in full chemical equilibrium. Its species are ortho acid, pyro acid and free water, with amounts $n_1,n_2,n_w$, total $N=n_1+n_2+n_w$ and mole fractions $x_i=n_i/N$, so that
\begin{equation}
x_1+x_2+x_w=1 .
\label{closure}
\end{equation}
All protonation states of an acid are counted as one species. Activities $a_i=\gamma_i x_i$ refer to the pure liquids at the same temperature. The reference for ortho acid is a hypothetical liquid in which no condensation has occurred.

A pyro molecule holds two phosphorus atoms, hence
\begin{equation}
f=\frac{2x_2}{x_1+2x_2}.
\label{fdef}
\end{equation}
This is not the mole fraction of pyro acid among the acid molecules, $x_2/(x_1+x_2)$, which equals $f/(2-f)$ and is about half as large when $f$ is small.

Energies are per reaction event and enter only divided by $k_BT$, so the algebra is unchanged in atomic units.

\section{Equilibrium condition}

The chemical potentials are $\mu_i=\mu_i^\circ+k_BT\ln a_i$. If the reaction advances by $d\xi$, then $dn_1=-2\,d\xi$ and $dn_2=dn_w=d\xi$. At fixed temperature and pressure the Gibbs energy changes by
\begin{equation}
dG=(\mu_2+\mu_w-2\mu_1)\,d\xi ,
\end{equation}
which vanishes at equilibrium. With $\Delta G=\mu_2^\circ+\mu_w^\circ-2\mu_1^\circ$ this gives
\begin{equation}
\Delta G+k_BT\ln\frac{a_2a_w}{a_1^2}=0
\quad\Longrightarrow\quad
\frac{a_2a_w}{a_1^2}=e^{-\Delta G/k_BT}\equiv K .
\end{equation}
Inserting $a_1=\gamma_1x_1$ and $a_2=\gamma_2x_2$, and moving the coefficients to the right, we find
\begin{equation}
\frac{x_2a_w}{x_1^2}=K\frac{\gamma_1^2}{\gamma_2}=Kg .
\label{massaction}
\end{equation}

\section{Solving for the phosphorus fraction}

Let $r=x_2/x_1$. Dividing (\ref{massaction}) by $a_w$ and multiplying by $x_1$ gives
\begin{equation}
r=\frac{Kg\,x_1}{a_w}.
\label{ratio}
\end{equation}
The closure (\ref{closure}) reads $x_1(1+r)=1-x_w$, so $x_1=(1-x_w)/(1+r)$. Substituting this into (\ref{ratio}) and multiplying by $1+r$,
\begin{equation}
r(1+r)=\frac{Kg(1-x_w)}{a_w}=D .
\label{quadratic}
\end{equation}
Multiply by 4 and add 1. The left side becomes $1+4r+4r^2=(1+2r)^2$. Since $r$ is a ratio of amounts, $1+2r$ is positive and the positive root applies:
\begin{equation}
1+2r=\sqrt{1+4D}.
\label{root}
\end{equation}
Dividing numerator and denominator of (\ref{fdef}) by $x_1$,
\begin{equation}
f=\frac{2r}{1+2r}=1-\frac{1}{1+2r}=1-\frac{1}{\sqrt{1+4D}},
\end{equation}
which is (\ref{general}). The factor 4 comes from completing the square.

\section{Ideal mixing and its limits}

For ideal mixing all $\gamma_i=1$. Then $g=1$ and $x_w=a_w$, and (\ref{general}) becomes (\ref{ideal}).

\paragraph{Little pyro acid.} When $4D\ll1$, the expansion $(1+4D)^{-1/2}=1-2D+\dots$ gives
\begin{equation}
f\simeq 2D=\frac{2K(1-a_w)}{a_w}.
\label{wet}
\end{equation}
The factor 2 counts the phosphorus atoms in the dimer. As $a_w\to1$ the acid is infinitely diluted and $f$ goes to zero.

\paragraph{Very dry acid.} When $a_w\ll1$ and $a_w\ll4K$, the root is dominated by $4K/a_w$, so
\begin{equation}
1-f\simeq\sqrt{\frac{a_w}{4K}} .
\end{equation}
The model then converts all the acid to dimer. This limit belongs to the dimer-only model. In real dry acid the dimers condense further.

\paragraph{Nominal 100\% acid.} Suppose the liquid was made from ortho acid without added water. Each pyro molecule is then accompanied by one released water molecule, so $x_2=x_w=y$, $x_1=1-2y$ and $f=2y$. For ideal mixing (\ref{massaction}) gives $y^2/(1-2y)^2=K$. Taking the positive root, $y=\sqrt K(1-2y)$, hence
\begin{equation}
f=\frac{2\sqrt K}{1+2\sqrt K}.
\label{pureideal}
\end{equation}
Here the composition is prescribed and the water activity follows from it. In (\ref{ideal}) the water activity is prescribed, for example by the vapour above an open bath.

\section{A regular solution}

Hot phosphoric acid holds water more strongly than an ideal mixture does. A simple consistent description adds the excess Gibbs energy
\begin{equation}
\frac{G^{\rm ex}}{k_BT}=\chi\frac{n_w(n_1+n_2)}{N},
\end{equation}
with $\chi<0$ for attraction. Water interacts equally with both acids, per molecule, and the acids mix ideally with each other. The logarithms of the activity coefficients are derivatives with respect to the amounts:
\begin{align}
\ln\gamma_w&=\chi\left[\frac{n_1+n_2}{N}-\frac{n_w(n_1+n_2)}{N^2}\right]
=\chi(1-x_w)^2,\\
\ln\gamma_1=\ln\gamma_2&=\chi\left[\frac{n_w}{N}-\frac{n_w(n_1+n_2)}{N^2}\right]
=\chi x_w^2 .
\end{align}
Both lines use $(n_1+n_2)/N=1-x_w$. Therefore
\begin{equation}
a_w=x_we^{\chi(1-x_w)^2},\qquad g=\frac{\gamma_1^2}{\gamma_2}=e^{\chi x_w^2}.
\label{regular}
\end{equation}

For $\chi\le0$ these relations make $f$ a single-valued, decreasing function of $a_w$. First,
\begin{equation}
\frac{d\ln a_w}{dx_w}=\frac1{x_w}-2\chi(1-x_w)>0,
\end{equation}
so each activity belongs to one $x_w$. Next, $x_w^2-(1-x_w)^2=2x_w-1$, and inserting (\ref{regular}) into $D$ gives
\begin{equation}
D=K\frac{1-x_w}{x_w}e^{\chi(2x_w-1)},\qquad
\frac{d\ln D}{dx_w}=2\chi-\frac{1}{x_w(1-x_w)}<0 .
\end{equation}
Wetter acid thus has a smaller $D$ and a smaller $f$.

At equal water activity and equal $K$, the ideal and regular values of $D$ differ by the factor
\begin{equation}
\frac{D_{\rm ideal}}{D}=\frac{1-a_w}{1-x_w}\,e^{-\chi x_w^2}.
\label{compare}
\end{equation}
For $\chi<0$ we have $a_w<x_w$, so both factors exceed 1 and the ideal law gives more pyro acid. As $x_w\to0$ the ratio tends to 1, and the ideal law becomes accurate as a function of activity within this model.

At a given composition the two models can still differ strongly. For nominal 100\% acid, (\ref{massaction}) now reads $y^2\gamma_w/(1-2y)^2=Kg$. Taking the square root and using $f=2y$,
\begin{equation}
\frac{f}{2(1-f)}=\sqrt K\,e^{-\chi(1-f)/2}.
\label{pureregular}
\end{equation}
Attraction to water lowers the activity of the released water and so drives the condensation forward.

\paragraph{Numerical test.} Equilibrium was also found directly from the stationary Gibbs energy of closed mixtures, with $a_w$ from its derivative with respect to $n_w$. The cases combined $\Delta G/k_BT=0.5$, $2.3$ and $8.57$ with $\chi=0$, $-1.5$ and $-4$, and with six formal water contents from $-0.49$ to $3$ molecules per phosphorus atom. Formal water is $n_w-n_2$, the water that would remain if all pyro acid were turned back into ortho acid; a negative value means a shortage. The largest relative difference in $f$ from (\ref{general}), used with (\ref{regular}), and from (\ref{ideal}) when $\chi=0$, was $4\times10^{-12}$.

\section{Example: a boiling nitride-etch bath}

Take a bath at $T=433.15$ K under 760 Torr of steam. The rough model parameters are $\Delta G=0.32$ eV and $\chi=-4$. They were chosen so that the bath is near 85 wt\% acid and nominal 100\% acid has roughly a tenth of its phosphorus in pyro acid. These two features are therefore calibration, not predictions.

With $k_BT=0.03733$ eV,
\begin{equation}
K=e^{-0.32/0.03733}=1.89\times10^{-4}.
\end{equation}
The acid is treated as non-volatile and steam as an ideal gas, so $a_w=p_w/p_{\rm sat}$, where $p_{\rm sat}$ is the vapour pressure of pure water at the bath temperature. A constant latent heat of 0.41 eV and a boiling point of 373.15 K at 760 Torr give
\begin{equation}
p_{\rm sat}=760\exp\left[\frac{0.41}{0.03733}\left(\frac{433.15}{373.15}-1\right)\right]
\simeq4445\ \text{Torr},
\end{equation}
and $a_w=760/4445=0.171$. (Steam tables give about 4640 Torr, or $a_w=0.164$, which alone would raise $f$ by about 9\%.) Solving (\ref{regular}) gives $x_w=0.488$ and $g=0.386$. Hence
\begin{equation}
D=\frac{1.89\times10^{-4}\times0.386\times0.512}{0.171}
=2.18\times10^{-4},
\end{equation}
and $f\simeq2D=4.4\times10^{-4}$, or 0.044\%. The ideal law gives 0.18\% at the same activity. By (\ref{compare}), the factor of 4.2 between them is the product of $0.829/0.512=1.62$ and $1/0.386=2.59$.

The next table holds temperature, $K$ and $\chi$ fixed and lowers the water pressure. Nominal weight percent counts all phosphorus as $\mathrm{H_3PO_4}$, with formal water $n_w-n_2$. It exceeds 100 when the liquid holds less free water than would be needed to turn all its pyro acid back into ortho acid, $n_w<n_2$.

\begin{center}
\begin{tabular}{rrrrrr}
$p_w$ (Torr) & $a_w$ & $x_w$ & wt\% & $f$ (\%) & $f_{\rm ideal}$ (\%)\\
760 & 0.171 & 0.488 & 85.1 & 0.044 & 0.18\\
380 & 0.085 & 0.386 & 89.7 & 0.15 & 0.40\\
100 & 0.0225 & 0.235 & 94.8 & 1.0 & 1.6\\
30 & 0.0067 & 0.135 & 97.6 & 4.2 & 5.1\\
10 & 0.0022 & 0.071 & 99.8 & 12.5 & 13.5\\
3 & 0.0007 & 0.029 & 102.4 & 31 & 31
\end{tabular}
\end{center}

From 760 to 10 Torr the activity falls by a factor of 76, while $f$ rises by about 290. The quantity $D$ rises by a factor of about 350, more than the activity falls, because $1-x_w$ also grows by a factor of 1.8 and $g$ by a factor of 2.5. The square root in (\ref{general}) then reduces the response of $f$, since $4D$ is no longer very small.

Nominal 100\% acid shows the difference between activity and composition. The regular solution gives $f=13.4\%$ from (\ref{pureregular}), with $a_w=0.0021$. The ideal formula (\ref{pureideal}) gives 2.7\%. Yet at 10 Torr, close to the same composition, the two laws differ by only 8\% of the regular value when they are given the same activity. The dry side of the model is not calibrated against vapour pressures. It puts about 9 Torr of water over nominal 100\% acid at this temperature, whereas tabulated values (about 20 Torr at 140 $^\circ$C, boiling near 261 $^\circ$C) imply roughly 40 Torr. The low-pressure rows of the table illustrate the model and do not give the composition of real acid at those pressures.

\section{Neglected effects and the real bath}

\paragraph{Longer chains.} Add triphosphoric acid through
\begin{equation}
\mathrm{H_3PO_4+H_4P_2O_7\rightleftharpoons H_5P_3O_{10}+H_2O},
\end{equation}
with the same $\Delta G$ and the same activity coefficient for all three acids. Then $x_3/x_2=Kgx_1/a_w=r$, and the closure $x_1(1+r+r^2)=1-x_w$ changes (\ref{quadratic}) to
\begin{equation}
r+r^2+r^3=D .
\end{equation}
The phosphorus share of the trimer is $3r^2/(1+2r+3r^2)$. At fixed $a_w$ and $x_w$, this share is about $10^{-5}\%$ in the boiling bath, 1.3\% at 10 Torr and 9\% at 3 Torr. In the last case the pyro share drops from 31\% to 27\%. Under these assumptions, the dimer-only result is sound for the bath but deteriorates beyond nominal 100\% acid.

\paragraph{Ionisation.} Suppose that shares $\alpha$ of the ortho acid and $\beta$ of the pyro acid are ionised, and that (\ref{massaction}) holds for the neutral forms. Then
\begin{equation}
\frac{x_2(1-\beta)a_w}{x_1^2(1-\alpha)^2}=Kg,
\end{equation}
so $K$ is effectively multiplied by $(1-\alpha)^2/(1-\beta)$. The assumed values $\alpha=0.1$ and $\beta=0.5$ give $0.81/0.5=1.62$ and raise the bath result to 0.071\%. This estimate keeps $x_w$ fixed and does not count the water bound as hydronium.

\paragraph{Steam and temperature.} With a second virial coefficient $B=-0.5\ \mathrm{nm^3}$ per molecule, the activity is multiplied by $\exp[B(p_w-p_{\rm sat})/k_BT]=1.04$, and $f$ falls to 0.040\%. This shift is nearly cancelled by the error of the constant-latent-heat $p_{\rm sat}$: with the steam-table vapour pressure and a tabulated $B\simeq-0.45\ \mathrm{nm^3}$, $f$ is again 0.044\%. A boiling bath 10 K hotter at the same 760 Torr has $a_w=0.133$. With an assumed reaction enthalpy of 0.2 eV and $\chi$ held fixed, its pyro fraction is 0.079\%.

\paragraph{Comparison with practice.} The example describes silicon nitride etching in roughly 85 wt\% phosphoric acid near 160 $^\circ$C. Its value of $f$ is only a rough estimate. Within this mixing model, an error of 0.03 eV in $\Delta G$ alone moves it between about 0.02\% and 0.1\%. This is a factor of about 2.2 either way, compared with a factor of 1.6 from the assumed ionisation and a reduction of 8\% from the steam correction. The range does not include errors in the form of the mixing model, which can matter more than the error in $\Delta G$. With the same two calibration targets, letting water interact per phosphorus unit instead of per molecule gives about 0.11\%. Replacing $\chi$ by $\chi+\chi'(2x_w-1)$ and also fitting a water pressure of about 40 Torr over nominal 100\% acid gives about 0.2 to 0.3\%. The example therefore fixes $f$ only as small, somewhere between about 0.01\% and several tenths of a percent. Real baths also contain dissolved silica, whose effect is not estimated. A bath that loses water faster than the condensation can follow is not in equilibrium, and its pyro content then depends on its history. For such a bath (\ref{general}) gives the value that would be reached if the present water activity were held long enough.

The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 433.15 K
thermal energy kBT: 0.03733 eV
reaction free energy: 0.32 eV
equilibrium constant K: 1.891e-04 (no unit)
interaction parameter chi: -4.0 (no unit)
latent heat of water: 0.41 eV
boiling point of water at 760 Torr: 373.15 K
pure-water vapour pressure: 4445 Torr
bath water activity: 0.1710 (no unit)
bath free-water mole fraction: 0.4880 (no unit)
bath factor g: 0.3858 (no unit)
bath K g (1-x)/a: 2.185e-04
bath pyro P fraction, regular: 0.0437 %
bath pyro P fraction, ideal: 0.1829 %
ideal/regular ratio, 760 Torr: 4.19
ideal/regular ratio, 10 Torr: 1.077
table: p_w/Torr, a_w, x_w, nominal wt%, f regular %, f ideal %
 760 0.17098 0.4880 85.10 0.0437 0.1829
 380 0.08549 0.3861 89.66 0.1493 0.4022
 100 0.02250 0.2345 94.78 1.0172 1.6040
  30 0.00675 0.1348 97.64 4.2252 5.1409
  10 0.00225 0.0710 99.83 12.5005 13.4677
   3 0.00067 0.0293 102.41 30.7346 31.3212
nominal 100% acid, pyro P fraction, regular: 13.44 %
nominal 100% acid, pyro P fraction, ideal: 2.68 %
nominal 100% acid, water activity, regular: 0.00207
nominal 100% acid, water pressure, regular: 9.20 Torr
with trimer, 760 Torr: P in pyro 0.0437 %, in tri 1.43e-05 %
with trimer, 10 Torr: P in pyro 12.2890 %, in tri 1.31e+00 %
with trimer, 3 Torr: P in pyro 27.4081 %, in tri 8.84e+00 %
assumed ionised shares: ortho 0.1, pyro 0.5
ionisation factor on K: 1.62
bath pyro P fraction with ionisation: 0.0707 %
steam second virial coefficient: -0.5 nm^3
steam correction factor on a_w: 1.042
bath pyro P fraction with steam correction: 0.0403 %
assumed reaction enthalpy: 0.2 eV
hotter boiling bath: 443.15 K, a_w 0.1334
hotter bath pyro P fraction: 0.0785 %
free-energy error considered: 0.03 eV
resulting bath range: 0.0196 to 0.0975 %
largest relative error, law against Gibbs energy: 3.8e-12
\end{verbatim}
